# Whitney's bound on thermoelectric power and the optimal boxcar filter

Let a hot reservoir at temperature \(T_h\) and a cold one at \(T_c\) exchange electrons through a filter that is open in one narrow energy window, of width \(w\) around \(\varepsilon\). Measure energies from the chemical potential of the hot reservoir, and let that of the cold reservoir lie higher by \(U>0\). An electron crossing from hot to cold removes heat \(\varepsilon\) from the hot reservoir and delivers electrical work \(U\), because it arrives where the electrochemical potential is higher. The efficiency is therefore \(U/\varepsilon\), whatever the rate of crossing.

The net flow runs from hot to cold if the hot reservoir has the larger occupation at \(\varepsilon\). Since the Fermi function decreases with its argument, this requires

\[
\frac{\varepsilon}{T_h}<\frac{\varepsilon-U}{T_c}
\quad\Longleftrightarrow\quad
\varepsilon>\frac{U}{\eta_C},\qquad
\eta_C=\frac{\Delta T}{T_h},\quad \Delta T=T_h-T_c .
\]

Hence \(U/\varepsilon<\eta_C\). The Carnot value is approached as \(\varepsilon\to U/\eta_C\), but there the two occupations become equal and the flow stops. To obtain finite power one must admit electrons of higher energy, each of which costs more heat for the same work. How much power can be had, and what is the least heat that must be paid for it?

Consider a phase-coherent conductor between two normal reservoirs in the steady state, without inelastic scattering inside it. Interactions are admitted at mean-field level, so that the transmission may depend on the bias. A one-dimensional channel carries electrons at the rate \(v\,dk/2\pi=dE/h\) per occupied state, because \(v=dE/\hbar dk\). Let \(\tau(E)\) be the transmission probability summed over channels, each spin direction counting as one channel. Unitarity of the scattering matrix makes \(\tau\) the same in both directions: the number of hot-side channels minus the total reflection back into them equals the transmission out of the hot side when columns are summed, and the transmission into it when rows are summed. If at most \(N\) channels can transmit, with \(N\) independent of energy, then \(0\le\tau(E)\le N\).

With the occupation difference

\[
D(E)=f_h(E)-f_c(E)=\frac{1}{e^{E/kT_h}+1}-\frac{1}{e^{(E-U)/kT_c}+1},
\]

the electrical power output and the heat current leaving the hot reservoir are

\[
P=\frac{U}{h}\int\tau D\,dE,\qquad
J=\frac1h\int E\,\tau D\,dE .
\]

The efficiency is \(\eta=P/J\). Replacing \(E\) by \(-E\) and \(U\) by \(-U\) turns each Fermi function \(f\) into \(1-f\), so \(D\) changes sign. The products \(UD\) and \(ED\) do not, and \(P\) and \(J\) are unchanged if \(\tau\) is reflected as well. A generator working with holes is thus the mirror image of one working with electrons, and it suffices to take \(U>0\).

By the opening argument, \(D\) is negative below \(E_0=U/\eta_C\) and positive above it. At fixed \(U\) the power is largest if every energy with \(D>0\) is fully open and every other energy is closed:

\[
P\le\frac{NU}{h}\int_{E_0}^{\infty}D\,dE .
\]

The integral follows from \(\int_a^\infty dE/(e^{E/kT}+1)=kT\ln(1+e^{-a/kT})\). Equality of the occupations at \(E_0\) means that both terms contain the same number,

\[
x=\frac{E_0}{kT_h}=\frac{E_0-U}{kT_c},
\]

and subtracting \(kT_cx=E_0-U\) from \(kT_hx=E_0\) gives \(U=xk\Delta T\). The integral is therefore \((kT_h-kT_c)\ln(1+e^{-x})\), and

\[
P\le \frac{Nk^2\Delta T^2}{h}\,g(x),\qquad g(x)=x\ln(1+e^{-x}).
\]

One factor \(\Delta T\) comes from the voltage, the other from the difference of the two particle currents. No expansion in \(\Delta T\) has been made.

It remains to maximize \(g\). Write \(L=\ln(1+e^{-x})\) and \(f=1/(e^x+1)\). Then \(L'=-f\) and \(f'=-f(1-f)\), so

\[
g'=L-xf,\qquad
g''=-2f+xf(1-f)=f\,[x(1-f)-2].
\]

The product \(x(1-f)\) rises steadily from zero without limit, so \(g''\) is first negative and then positive. Thus \(g'\) starts at \(\ln2\), falls, and afterwards rises towards its limit zero. During that final rise it must be negative, so it has a single zero, which is the maximum of \(g\). Solving \(L=xf\) numerically gives \(x_m=1.1446\), and

\[
P\le P_{\max}=C\,\frac{Nk^2\Delta T^2}{h},\qquad
C=g(x_m)=0.31635=0.0321\,\pi^2 .
\]

This is Whitney's bound. It is attained by a step, \(\tau=N\) above \(E_0\) and zero below, at the bias \(U=x_mk\Delta T\). The coefficient does not depend on \(T_c/T_h\); for \(T_c\to0\) the bound becomes \(CNk^2T_h^2/h\). A numerical maximization in which each small energy cell was opened or closed separately gave the same coefficient within 0.01% at \(T_c/T_h=0.2\), \(0.5\) and \(0.9\).

The heat drawn at maximum power follows from one more integral. Integration by parts gives

\[
\int_x^\infty\frac{y\,dy}{e^y+1}=xL+D_2,\qquad
D_2=\int_x^\infty\ln(1+e^{-y})\,dy=-\mathrm{Li}_2(-e^{-x}).
\]

In the hot term put \(E=kT_hy\), and in the cold term \(E=U+kT_cy\). With \(U=xk\Delta T\),

\[
\begin{aligned}
\frac{hJ}{Nk^2}&=(T_h^2-T_c^2)(xL+D_2)-x\,\Delta T\,T_cL\\
&=\Delta T\,[\,T_h\,xL+(T_h+T_c)D_2\,].
\end{aligned}
\]

The second line uses \(T_h^2-T_c^2=\Delta T(T_h+T_c)\). Dividing \(hP/(Nk^2)=\Delta T^2xL\) by this result gives, at \(x=x_m\),

\[
\eta(P_{\max})=\frac{\eta_C}{1+0.936\,(1+T_c/T_h)},
\]

where \(0.936=D_2/(x_mL)\). For a small temperature difference this is \(0.348\,\eta_C\); for \(T_c\to0\) it is \(0.517\,\eta_C\).

Now demand a smaller power \(P<P_{\max}\) and ask for the least heat. Keep \(U\) fixed at first, at a value for which the step would give more than \(P\). Open the filter fully from \(E_0\) up to \(E_1\) and close it elsewhere. The power of this boxcar grows continuously and strictly with \(E_1\), from zero to that of the step, so one value of \(E_1\) delivers the required \(P\). Call this transmission \(\tau_b\), and let \(\tau\) be any other transmission between \(0\) and \(N\). Since \(P[\tau]-P[\tau_b]=(U/h)\int(\tau-\tau_b)D\,dE\), the heat difference can be written as

\[
J[\tau]-J[\tau_b]=\frac{E_1}{U}\bigl(P[\tau]-P[\tau_b]\bigr)
+\frac1h\int(E-E_1)(\tau-\tau_b)D\,dE .
\]

The last integrand is nowhere negative, as its three factors show:

- For \(E<E_0\): \(E-E_1<0\), \(\tau-\tau_b=\tau\ge0\) and \(D<0\).
- For \(E_0<E<E_1\): \(E-E_1<0\), \(\tau-\tau_b=\tau-N\le0\) and \(D>0\).
- For \(E>E_1\): \(E-E_1>0\), \(\tau-\tau_b=\tau\ge0\) and \(D>0\).

A rival that delivers the same power therefore draws at least as much heat. Equality requires \(\tau=\tau_b\) except on a set of energies of measure zero. A rival that delivers more power at this bias also draws more heat.

The physical reading is that an electron of energy \(E\) costs heat \(E/U\) per unit of work, so the cheapest useful electrons, those just above \(E_0\), should be used first. Opening the filter below \(E_0\) lets electrons run backwards. Each returns heat \(E\) to the hot reservoir but consumes work \(U\), and replacing that work with an electron at the upper edge costs \(E_1>E\).

The bias is still free. Biases able to deliver \(P\) satisfy \(g(x)\ge CP/P_{\max}\). Because \(g\) rises to one maximum and then falls, they form a closed interval. The least heat is a continuous function of \(U\) on it, so a minimum exists. To locate it, let a prime denote differentiation with respect to \(U\) at fixed transmission. Shifting the lower edge changes neither \(P\) nor \(J\) to first order, because \(D(E_0)=0\). At constant power

\[
0=P'\,dU+\frac{N}{h}UD(E_1)\,dE_1,\qquad
dJ=J'\,dU+\frac{N}{h}E_1D(E_1)\,dE_1 .
\]

Elimination of \(dE_1\) gives

\[
\left(\frac{dJ}{dU}\right)_P=J'-\frac{E_1}{U}P' .
\]

At either end of the interval the step is needed to reach \(P\), so \(E_1\to\infty\), while \(J'\) stays finite. There \(P'\) tends to the slope of the step's power, which is positive at the lower end and negative at the upper end. The derivative of \(J\) thus goes to \(-\infty\) at the lower end and to \(+\infty\) at the upper end. The minimum lies inside, with a finite upper edge

\[
E_1=\frac{UJ'}{P'} .
\]

This completes the proof: for \(0<P<P_{\max}\) the most efficient transmission is a boxcar of finite width, or its hole mirror image. Since \(\partial f_c/\partial U>0\) and the window lies at positive energy, \(J'<0\); the condition then implies \(P'<0\). The best operating point lies at a bias where raising \(U\) further, with the filter unchanged, would lower the power. As \(P\to P_{\max}\) the upper edge must go to infinity, because a window that stayed finite would in the limit deliver \(P_{\max}\) without being the step.

The opposite limit, \(P\to0\), can be solved in closed form. The window is then narrow, with width \(\delta=E_1-E_0\), and \(D\) may be replaced by its tangent at \(E_0\), whose slope is

\[
D'(E_0)=f(1-f)\left(\frac1{kT_c}-\frac1{kT_h}\right)
=f(1-f)\frac{\Delta T}{kT_hT_c}.
\]

Here the prime on \(D\) means \(d/dE\). The power is \(P=(NU/h)D'(E_0)\,\delta^2/2\). The flow at height \(s\) above \(E_0\) is proportional to \(s\), so the mean transferred energy is \(E_0+\int_0^\delta s^2ds/\int_0^\delta s\,ds=E_0+2\delta/3\). To leading order

\[
\eta=\frac{U}{E_0+2\delta/3}\simeq\eta_C\left(1-\frac{2\delta}{3E_0}\right).
\]

Solve the power for \(\delta^2\), insert \(U=xk\Delta T\), and divide by \(E_0^2=(xkT_h)^2\):

\[
\left(\frac{\delta}{E_0}\right)^2
=\frac{2hP}{Nk^2\Delta T^2}\,\frac{T_c}{T_h}\,\frac{1}{x^3f(1-f)}
=\frac{2C}{x^3f(1-f)}\,\frac{T_c}{T_h}\,\frac{P}{P_{\max}} .
\]

The loss is least when \(x^3f(1-f)\) is greatest. Its logarithmic derivative is \(3/x-(1-2f)=3/x-\tanh(x/2)\), a decreasing function with one zero, at \(x=3.244\), where \(x^3f(1-f)=1.2335\). Hence the coefficient is \(\tfrac23\sqrt{2(0.31635)/1.2335}=0.477\), and

\[
\eta\simeq\eta_C\left[1-0.477\sqrt{\frac{T_c}{T_h}\frac{P}{P_{\max}}}\,\right].
\]

The square root arises because the power grows as the square of the window width and the loss as its first power. The tangent is a fair approximation if \(\delta\ll kT_c\), which by the formula for \(\delta\) requires \(P/P_{\max}\) to be small compared with \(T_c/T_h\). The derivation held \(x\) fixed as \(P\to0\), but a bias running off to zero or infinity does no better. To see this, let \(q(y)=e^y/(e^y+1)^2\), which is \(f(1-f)\) at argument \(y\) and decreases for \(y>0\). For \(E>E_0\) the arguments \(y=E/kT_h\) and \(z=(E-U)/kT_c\) obey \(x<y<z\), so

\[
k\,[D'(E_0)-D'(E)]=\frac{q(x)-q(z)}{T_c}-\frac{q(x)-q(y)}{T_h}>0 .
\]

Thus \(D\) lies below its tangent at \(E_0\). Let \(\delta\) now denote the width given by the tangent formula. A flow that nowhere exceeds the tangent, and has the total needed for \(P\), has the least mean energy when it fills the tangent from \(E_0\) upwards, and that mean is \(E_0+2\delta/3\). Hence \(\eta\le\eta_C/(1+2\delta/3E_0)\) at every bias, and \(\delta/E_0\) is smallest at \(x=3.244\). A numerical search over a grid of biases, refined around the best one, gave at \(T_c/T_h=0.5\) the coefficients 0.4786 at \(P/P_{\max}=10^{-4}\) and 0.4776 at \(10^{-6}\), in agreement with the formula.

For a numerical case take the model values \(T_h=600\) K, \(T_c=300\) K and \(N=1\). Then \(kT_h=51.70\) meV, \(\eta_C=0.5\) and \(k^2\Delta T^2/h=25.89\) nW, so

\[
P_{\max}=0.31635\times25.89\ \text{nW}=8.19\ \text{nW}=8.19\times10^{-9}\ \text{W}.
\]

The bias is \(U=1.1446\times0.5\times51.70=29.59\) meV and the threshold is \(E_0=U/0.5=59.18\) meV. The current is 276.8 nA and the heat drawn is 39.38 nW, which gives \(\eta=8.19/39.38=0.208\), in agreement with \(0.5/(1+0.936\times1.5)\).

The optimal boxcars at reduced power are as follows.

| \(P/P_{\max}\) | \(U\) (meV) | \(E_0\) (meV) | \(E_1\) (meV) | \(\eta/\eta_C\) |
|---|---|---|---|---|
| 0.01 | 80.6 | 161.3 | 170.1 | 0.965 |
| 0.10 | 73.4 | 146.8 | 177.8 | 0.884 |
| 0.50 | 58.0 | 116.0 | 211.9 | 0.702 |
| 0.95 | 38.8 | 77.7 | 395.4 | 0.492 |

As more power is demanded the bias falls and the window widens, mostly upwards at the high-power end. The low-power formula gives \(1-0.477\sqrt{0.005}=0.966\) in the first row, close to the full result. At half power it gives 0.761 instead of 0.702, and is no longer accurate.

Giving up half the maximum power reduces the heat drawn from 39.38 to 11.66 nW, and the efficiency rises from 0.208 to 0.351. A linear program free to choose any transmission between 0 and 1 in each energy cell, at the same bias and power, returned the same boxcar and the same heat within the cell error. Repeated over a coarse set of biases of both signs, it found no heat below this value beyond that error.

At half power the upper edge brings a moderate gain. The best step filter at half power draws 12.53 nW, about 7% more than the boxcar, and has \(\eta=0.327\). Its bias is 74.2 meV, and its threshold coincides with \(U/\eta_C\) to within 0.1 meV: the search ended at the highest bias at which a step can still deliver this power. At \(P/P_{\max}=0.1\) and \(0.01\) the best step draws about 15% more heat than the boxcar.

Both results concern heat carried by electrons. If phonons leak an additional heat current \(J_{\rm ph}\) that does not depend on the filter or the bias, the efficiency is \(P/(J+J_{\rm ph})\). Minimizing \(J\) at given \(P\) is still the right task, so the boxcar remains optimal, but the efficiency now vanishes as \(P\to0\) and is greatest at some finite power. The leak is not small in general: a single fully transmitted phonon mode carries \(\pi^2k^2(T_h^2-T_c^2)/6h\), which is 128 nW between 600 and 300 K, over three times the electronic heat at maximum power. With that leak the best operating point lies almost at \(P_{\max}\) and \(\eta\approx0.05\), so the efficiencies quoted above are reached only if phonon conduction is strongly suppressed. If the number of open channels grows with energy, \(0\le\tau\le N(E)\), the sign argument at fixed bias is unchanged: the greatest power comes from \(\tau=N(E)\) above \(E_0\), and the least heat from \(\tau=N(E)\) inside a window starting at \(E_0\). The numerical coefficients, such as \(C\) and \(x_m\), hold only for constant \(N\) and must then be recomputed. The derivation does not cover inelastic scattering in the conductor, interactions beyond mean field, time-dependent driving or superconducting contacts, since the expressions for \(P\) and \(J\) in terms of a single \(\tau(E)\) are its starting point.

## Computed results

```
x at maximum power = 1.14455 (dimensionless)
C = 0.31635; C/pi^2 = 0.03205 (dimensionless)
cell-by-cell C at Tc/Th = 0.2: 0.31636
cell-by-cell C at Tc/Th = 0.5: 0.31635
cell-by-cell C at Tc/Th = 0.9: 0.31634
T_hot = 600 K, T_cold = 300 K, channels N = 1
k T_hot = 51.704 meV, Carnot efficiency = 0.5000
k^2 DeltaT^2/h = 25.8913 nW
P_max = 8.1906 nW = 8.1906e-09 W
at P_max: U = 29.589 meV, E0 = 59.178 meV
at P_max: electric current = 276.813 nA
at P_max: heat current J = 39.3787 nW
dilogarithm D2 = 0.29608, D2/(x L) = 0.93593
efficiency at P_max = 0.20800
efficiency at P_max / Carnot = 0.41599
Optimal boxcars: P/Pmax; P, J in nW; U, E0, E1 in meV; eta; eta/Carnot
0.01; 0.0819, 0.1697; 80.64, 161.27, 170.12; 0.4827; 0.9654
0.10; 0.8191, 1.8526; 73.38, 146.76, 177.83; 0.4421; 0.8842
0.25; 2.0477, 5.0804; 66.69, 133.38, 188.78; 0.4031; 0.8061
0.50; 4.0953, 11.6643; 57.99, 115.99, 211.89; 0.3511; 0.7022
0.75; 6.1430, 20.4808; 49.28, 98.56, 254.68; 0.2999; 0.5999
0.95; 7.7811, 31.6251; 38.83, 77.67, 395.35; 0.2460; 0.4921
largest relative error of E1 condition = 4.4e-08
half power, linear program: J = 11.6642 nW
half power, least J over program bias scan = 11.6685 nW
half power, best step: U = 74.22 meV, threshold = 148.46 meV
half power, best step: J = 12.5291 nW, eta = 0.3269
low power: x = 3.24364, x^3 f(1-f) = 1.23354
low power: loss coefficient = 0.47745
full optimization at P/Pmax = 1e-04: coefficient = 0.47856
full optimization at P/Pmax = 1e-06: coefficient = 0.47756
```
